# Matano's formula for a concentration-dependent diffusivity from one profile: verification in Python

```python
# Result under test: for dC/dt = d/dx( D(C) dC/dx ) started from a sharp step,
#   D(C*) = -(1/(2 t)) (dx/dC at C*) * integral from C_low to C* of x dC,
# with x measured from the Matano plane, where the integral over all C vanishes.
# C: concentration in 1e20 cm^-3; x: position in nm; t: anneal time in s;
# D: diffusivity in nm^2/s. The profiles come from a finite-volume solution of
# the partial differential equation, which makes no use of x/sqrt(t).
import numpy as np
from scipy.integrate import solve_ivp, trapezoid, quad

C_HIGH, C_LOW = 1.0, 0.1
D_BASE, D_RISE = 0.1, 0.9
T_EARLY, T_LATE = 900.0, 3600.0
CELL = 0.5
STEP_DEPTH = 700.0
LEVELS = np.array([0.2, 0.35, 0.5, 0.65, 0.8, 0.95])


def diffusivity(conc):
    return D_BASE + D_RISE * conc


def anneal(start, surface=None):
    """Profiles at the two times; left end closed, or held at 'surface'."""
    def rate(_, conc):
        flux = np.zeros(conc.size + 1)
        middle = 0.5 * (conc[1:] + conc[:-1])
        flux[1:-1] = -diffusivity(middle) * np.diff(conc) / CELL
        if surface is not None:
            near = 0.5 * (surface + conc[0])
            flux[0] = diffusivity(near) * (surface - conc[0]) / (CELL / 2)
        return -np.diff(flux) / CELL
    run = solve_ivp(rate, (0.0, T_LATE), start, method="LSODA",
                    t_eval=[T_EARLY, T_LATE], lband=1, uband=1,
                    rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[:, 0], run.y[:, 1]


def matano_plane(depth, conc):
    middle = 0.5 * (depth[1:] + depth[:-1])
    return np.sum(middle * np.diff(conc)) / np.sum(np.diff(conc))


def matano(depth, conc, time, origin, levels):
    """Position, dx/dC, integral of x dC and diffusivity at given levels."""
    x = depth - origin
    gradient = np.gradient(conc, x)
    pieces = 0.5 * (x[1:] + x[:-1]) * np.diff(conc)
    integral = np.append(-np.cumsum(pieces[::-1])[::-1], 0.0)
    core = (conc > C_LOW + 0.002) & (conc < C_HIGH - 0.002)

    def pick(values):
        return np.interp(levels, conc[core][::-1], values[core][::-1])
    dx_dc = 1.0 / pick(gradient)
    area = pick(integral)
    return pick(x), dx_dc, area, -dx_dc * area / (2 * time)


# Constant diffusivity: error-function profile, integral done by quadrature
d_const, x_test = 0.4, 30.0


def erf_slope(s):
    spread = 4 * d_const * T_LATE
    return -np.exp(-s * s / spread) / np.sqrt(np.pi * spread)


tail = -quad(lambda s: s * erf_slope(s), x_test, 1000.0)[0]
d_const_found = -tail / erf_slope(x_test) / (2 * T_LATE)
assert abs(d_const_found / d_const - 1) < 1e-6

# Sharp step in an effectively infinite medium
depth = (np.arange(2800) + 0.5) * CELL
sharp = np.where(depth < STEP_DEPTH, C_HIGH, C_LOW)
early, late = anneal(sharp)
assert abs(late[0] - C_HIGH) < 1e-6 and abs(late[-1] - C_LOW) < 1e-6
plane = matano_plane(depth, late)
assert abs(plane - STEP_DEPTH) < 0.01
pos, dx_dc, area, d_found = matano(depth, late, T_LATE, plane, LEVELS)
d_law = diffusivity(LEVELS)
worst = np.max(np.abs(d_found / d_law - 1))
assert worst < 3e-3

# Collapse of two times onto one curve in x/sqrt(t)
pos_early = matano(depth, early, T_EARLY, plane, LEVELS)[0]
eta_early, eta_late = pos_early / np.sqrt(T_EARLY), pos / np.sqrt(T_LATE)
collapse = np.max(np.abs(eta_early - eta_late))
assert collapse < 0.01

# Equal amounts lost and gained on the two sides of the plane
x = depth - STEP_DEPTH
lost = np.sum((C_HIGH - late)[x < 0]) * CELL
gained = np.sum((late - C_LOW)[x > 0]) * CELL
assert abs(lost / gained - 1) < 1e-4

# Decay of the diffusion flux away from the plane
first, last = np.searchsorted(x, 0.0), np.searchsorted(x, 60.0)
flux = diffusivity(late) * np.gradient(late, x)
flux_ratio = flux[last] / flux[first]
part = slice(first, last + 1)
exponent = trapezoid(x[part] / (2 * T_LATE * diffusivity(late[part])), x[part])
assert abs(flux_ratio / np.exp(-exponent) - 1) < 5e-3

# Misplaced origin: full evaluation against the predicted error
shift = 5.0
d_shifted = matano(depth, late, T_LATE, plane + shift, LEVELS)[3]
above = matano(depth, late, T_LATE, plane, LEVELS + 0.005)[0]
below = matano(depth, late, T_LATE, plane, LEVELS - 0.005)[0]
secant = (above - below) / 0.01
d_predicted = d_law + shift * (LEVELS - C_LOW) * secant / (2 * T_LATE)
assert np.max(np.abs(d_shifted - d_predicted)) < 6e-3

# Constant surface concentration: the surface itself is the origin
inside = (np.arange(1600) + 0.5) * CELL
s_early, s_late = anneal(np.full(inside.size, C_LOW), surface=C_HIGH)
dose_early = np.sum(s_early - C_LOW) * CELL
dose_late = np.sum(s_late - C_LOW) * CELL
assert abs(dose_late / dose_early - 2) < 0.01
from_surface = np.append(0.0, inside)
with_surface = np.append(C_HIGH, s_late)
d_surface = matano(from_surface, with_surface, T_LATE, 0.0, LEVELS)[3]
worst_surface = np.max(np.abs(d_surface / d_law - 1))
assert worst_surface < 5e-3
near = 0.5 * (C_HIGH + s_late[0])
surface_flux = diffusivity(near) * (C_HIGH - s_late[0]) / (CELL / 2)
assert abs(surface_flux / (dose_late / (2 * T_LATE)) - 1) < 5e-3
false_plane = matano_plane(from_surface, with_surface)
d_false = matano(from_surface, with_surface, T_LATE, false_plane, LEVELS)[3]
assert abs(d_false[2] / d_law[2] - 1) > 0.2

# Initial ramp instead of a sharp step: the formula must fail
half_width = 60.0
ramp = np.interp(x, [-half_width, half_width], [C_HIGH, C_LOW])
r_early, r_late = anneal(ramp)
r_plane = matano_plane(depth, r_late)
d_ramp_early = matano(depth, r_early, T_EARLY, r_plane, LEVELS)[3][2]
d_ramp_late = matano(depth, r_late, T_LATE, r_plane, LEVELS)[3][2]
assert abs(r_plane - STEP_DEPTH) < 0.01
assert d_ramp_early > 1.1 * d_ramp_late > 1.1 * 1.1 * d_law[2]

print("Concentrations C in 1e20 cm^-3, lengths in nm, D in nm^2/s")
print(f"C_L = {C_HIGH}, C_R = {C_LOW}; D = {D_BASE} + {D_RISE} C")
print(f"anneal times: {T_EARLY:.0f} s and {T_LATE:.0f} s; cell {CELL} nm")
print(f"constant-D check: put in {d_const}, found {d_const_found:.6f} nm^2/s")
print(f"depth of initial step: {STEP_DEPTH:.1f} nm")
print(f"Matano plane found at depth: {plane:.3f} nm")
print("Sharp step, 3600 s: C, x (nm), dx/dC (nm per 1e20 cm^-3),")
print("  integral of x dC (1e20 cm^-3 nm), D found, D put in (nm^2/s)")
for row in zip(LEVELS, pos, dx_dc, area, d_found, d_law):
    print("  {:.2f} {:9.3f} {:9.2f} {:9.4f} {:8.4f} {:8.4f}".format(*row))
print(f"largest relative error of D: {100 * worst:.3f} percent")
print(f"D found at C = 0.5 converted: {d_found[2] * 1e-14:.3e} cm^2/s")
print("Collapse: C, x/sqrt(t) at 900 s and at 3600 s (nm/s^0.5)")
for row in zip(LEVELS, eta_early, eta_late):
    print("  {:.2f} {:9.4f} {:9.4f}".format(*row))
print(f"largest difference: {collapse:.5f} nm/s^0.5")
print(f"amount lost on left: {lost:.4f} (1e20 cm^-3 nm)")
print(f"amount gained on right: {gained:.4f} (1e20 cm^-3 nm)")
print(f"flux ratio, x = {x[last]:.2f} to x = {x[first]:.2f} nm: "
      f"{flux_ratio:.4f}")
print(f"same ratio from exponential formula: {np.exp(-exponent):.4f}")
print(f"Origin misplaced by {shift} nm: C, D found, D predicted (nm^2/s)")
for row in zip(LEVELS, d_shifted, d_predicted):
    print("  {:.2f} {:8.4f} {:8.4f}".format(*row))
print("Constant surface concentration C_s = C_L, background C_B = C_R:")
print(f"  dose at 900 s: {dose_early:.3f} (1e20 cm^-3 nm)")
print(f"  dose at 3600 s: {dose_late:.3f} (1e20 cm^-3 nm)")
print(f"  dose at 3600 s converted: {dose_late * 1e13:.3e} cm^-2")
print(f"  dose ratio: {dose_late / dose_early:.4f}")
print(f"  surface flux: {surface_flux:.6f} (1e20 cm^-3 nm/s)")
print(f"  dose/(2t): {dose_late / (2 * T_LATE):.6f} (1e20 cm^-3 nm/s)")
print(f"  largest relative error of D: {100 * worst_surface:.3f} percent")
print(f"  wrongly imposed Matano plane at x = {false_plane:.2f} nm")
print(f"  D at C = 0.5 with that plane: {d_false[2]:.4f} nm^2/s")
print(f"Initial ramp of half-width {half_width:.0f} nm, D found at C = 0.5:")
print(f"  from 900 s profile: {d_ramp_early:.4f} nm^2/s")
print(f"  from 3600 s profile: {d_ramp_late:.4f} nm^2/s")
print(f"  Matano plane at depth: {r_plane:.3f} nm")
print("finished without a failed check")
```

It prints:

```
Concentrations C in 1e20 cm^-3, lengths in nm, D in nm^2/s
C_L = 1.0, C_R = 0.1; D = 0.1 + 0.9 C
anneal times: 900 s and 3600 s; cell 0.5 nm
constant-D check: put in 0.4, found 0.400000 nm^2/s
depth of initial step: 700.0 nm
Matano plane found at depth: 700.000 nm
Sharp step, 3600 s: C, x (nm), dx/dC (nm per 1e20 cm^-3),
  integral of x dC (1e20 cm^-3 nm), D found, D put in (nm^2/s)
  0.20    72.744   -225.22    8.9518   0.2800   0.2800
  0.35    44.856   -169.04   17.6769   0.4150   0.4150
  0.50    19.344   -175.96   22.5054   0.5500   0.5500
  0.65    -9.298   -211.45   23.3248   0.6850   0.6850
  0.80   -46.842   -306.11   19.2869   0.8200   0.8200
  0.95  -118.333   -880.40    7.8100   0.9550   0.9550
largest relative error of D: 0.005 percent
D found at C = 0.5 converted: 5.500e-15 cm^2/s
Collapse: C, x/sqrt(t) at 900 s and at 3600 s (nm/s^0.5)
  0.20    1.2124    1.2124
  0.35    0.7476    0.7476
  0.50    0.3224    0.3224
  0.65   -0.1550   -0.1550
  0.80   -0.7807   -0.7807
  0.95   -1.9722   -1.9722
largest difference: 0.00002 nm/s^0.5
amount lost on left: 23.5342 (1e20 cm^-3 nm)
amount gained on right: 23.5342 (1e20 cm^-3 nm)
flux ratio, x = 60.25 to x = 0.25 nm: 0.5551
same ratio from exponential formula: 0.5551
Origin misplaced by 5.0 nm: C, D found, D predicted (nm^2/s)
  0.20   0.2644   0.2644
  0.35   0.3857   0.3857
  0.50   0.5011   0.5011
  0.65   0.6042   0.6042
  0.80   0.6712   0.6712
  0.95   0.4353   0.4340
Constant surface concentration C_s = C_L, background C_B = C_R:
  dose at 900 s: 25.424 (1e20 cm^-3 nm)
  dose at 3600 s: 50.849 (1e20 cm^-3 nm)
  dose at 3600 s converted: 5.085e+14 cm^-2
  dose ratio: 2.0000
  surface flux: 0.007063 (1e20 cm^-3 nm/s)
  dose/(2t): 0.007062 (1e20 cm^-3 nm/s)
  largest relative error of D: 0.011 percent
  wrongly imposed Matano plane at x = 56.50 nm
  D at C = 0.5 with that plane: 0.1949 nm^2/s
Initial ramp of half-width 60 nm, D found at C = 0.5:
  from 900 s profile: 1.3388 nm^2/s
  from 3600 s profile: 0.7229 nm^2/s
  Matano plane at depth: 700.000 nm
finished without a failed check
```
